# Inverse-rule plane waves for phonon bands of sharp superlattices: a program that tests the result

```python
"""Plane-wave bands of a sharp two-layer superlattice at normal incidence.

Result under test: for (C u')' = -omega^2 rho u with waves |n| <= N, the
stiffness matrix [[C]] (direct rule) gives a frequency error of order 1/N,
whereas inv([[1/C]]) (inverse rule) gives order 1/N^3.  [[f]] is the
truncated Toeplitz matrix of the Fourier coefficients of f.
C: stiffness (GPa), rho: density (g/cm3), d: thickness (nm), L: period (nm),
q: Bloch wavenumber, u: displacement, sigma = C u': stress.
In these units sqrt(C/rho) is in km/s = nm/ps and omega is in rad/ps.
A layer is (C, rho, d); a cell is a pair of layers, origin mid first layer.
"""
import numpy as np
from scipy.linalg import eigh, expm, toeplitz
from scipy.optimize import brentq, newton
from scipy import constants as const

PI = np.pi


def transfer(omega, layers):
    """Elements of the matrix carrying (u, sigma/omega) through the layers."""
    m11, m12, m21, m22 = 1.0, 0.0, 0.0, 1.0
    for C, rho, d in layers:
        Z = np.sqrt(C * rho)
        phase = omega * d * np.sqrt(rho / C)
        c, s = np.cos(phase), np.sin(phase)
        m11, m12, m21, m22 = (c * m11 + s / Z * m21, c * m12 + s / Z * m22,
                              c * m21 - Z * s * m11, c * m22 - Z * s * m12)
    return m11, m12, m21, m22


def half_trace(omega, layers):
    m = transfer(omega, layers)
    return (m[0] + m[3]) / 2


def exact_bands(layers, qL, bands):
    travel = sum(d * np.sqrt(rho / C) for C, rho, d in layers)
    grid = np.linspace(1e-7, (bands + 2) * PI / travel, 4001)
    values = half_trace(grid, layers) - np.cos(qL)
    hits = np.where(values[:-1] * values[1:] < 0)[0][:bands]
    assert len(hits) == bands
    return np.array([brentq(lambda w: half_trace(w, layers) - np.cos(qL),
                            grid[i], grid[i + 1], xtol=1e-14, rtol=1e-14)
                     for i in hits])


def fourier_matrix(first, second, fraction, N, smear=0.0):
    """Toeplitz matrix of a two-valued profile, optionally linearly graded."""
    n = np.arange(2 * N + 1)
    coeff = (first - second) * fraction * np.sinc(n * fraction)
    coeff = coeff * np.sinc(n * smear)
    coeff[0] += second
    return toeplitz(coeff)


def plane_waves(cell, N, qL, rule, bands, invert_density=False, smear=0.0):
    (Ca, ra, da), (Cb, rb, db) = cell
    L = da + db
    x = da / L
    K = (qL + 2 * PI * np.arange(-N, N + 1)) / L
    if rule == "direct":
        stiff = fourier_matrix(Ca, Cb, x, N, smear)
    else:
        stiff = np.linalg.inv(fourier_matrix(1 / Ca, 1 / Cb, x, N))
    if invert_density:
        mass = np.linalg.inv(fourier_matrix(1 / ra, 1 / rb, x, N))
    else:
        mass = fourier_matrix(ra, rb, x, N, smear)
    val, vec = eigh(K[:, None] * stiff * K[None, :], mass,
                    subset_by_index=[0, bands - 1])
    return np.sqrt(np.maximum(val, 0)), vec, K, stiff, mass


def block_error(cell, start, qL, rule, exact, **options):
    """Largest relative error over five successive N, band by band."""
    return np.max([np.abs(plane_waves(cell, N, qL, rule, len(exact),
                                      **options)[0] / exact - 1)
                   for N in range(start, start + 5)], axis=0)


def order(cell, qL, rule, exact, **options):
    return np.log(block_error(cell, 20, qL, rule, exact, **options)
                  / block_error(cell, 80, qL, rule, exact, **options)) / np.log(4)


# ---------------- example: rough typical values for Co and Gd --------------
Co, Gd = (360.0, 8.9, 4.0), (70.0, 7.9, 6.0)
stack = (Co, Gd)
L = Co[2] + Gd[2]
qL = 0.6 * PI
nb = 4
exact = exact_bands(stack, qL, nb)
v = [np.sqrt(C / r) for C, r, d in stack]
Z = [np.sqrt(C * r) for C, r, d in stack]
to_THz = 1 / (2 * PI)
meV = const.h / const.e * 1e15

# Dispersion relation against matrix exponentials of the wave equation.
for w in (0.7, 2.3, 4.1):
    M = np.eye(2)
    for C, r, d in stack:
        M = expm(np.array([[0, 1 / C], [-w * w * r, 0]]) * d) @ M
    a, b = w * Co[2] / v[0], w * Gd[2] / v[1]
    closed = (np.cos(a) * np.cos(b)
              - 0.5 * (Z[0] / Z[1] + Z[1] / Z[0]) * np.sin(a) * np.sin(b))
    assert abs(np.trace(M) / 2 - closed) < 1e-10
    assert abs(half_trace(w, stack) - closed) < 1e-10

# Errors of both rules for all N, and ordering of the two spectra.
Ns = np.arange(2, 85)
freq = {rule: np.array([plane_waves(stack, N, qL, rule, nb)[0] for N in Ns])
        for rule in ("direct", "inverse")}
err = {rule: freq[rule] / exact - 1 for rule in freq}
assert np.all(err["direct"] > 0)
assert np.all(freq["inverse"] <= freq["direct"] * (1 + 1e-10))
for N in (3, 20):
    diff = (plane_waves(stack, N, qL, "direct", 1)[3]
            - plane_waves(stack, N, qL, "inverse", 1)[3])
    assert np.linalg.eigvalsh((diff + diff.T) / 2)[0] > -1e-9
wins = np.all(np.abs(err["inverse"]) < np.abs(err["direct"]), axis=1)
assert np.all(wins[Ns >= 10])
first_win = Ns[0] if wins.all() else Ns[np.where(~wins)[0][-1] + 1]


def cutoff_needed(rule, target):
    bad = np.where(np.max(np.abs(err[rule]), axis=1) > target)[0]
    assert len(bad) == 0 or bad[-1] + 1 < len(Ns)
    return Ns[0] if len(bad) == 0 else Ns[bad[-1] + 1]


need = {rule: cutoff_needed(rule, 0.01) for rule in err}
assert need["inverse"] < need["direct"]
slope_dir = order(stack, qL, "direct", exact)
slope_inv = order(stack, qL, "inverse", exact)
assert np.all(np.abs(slope_dir - 1) < 0.2), slope_dir
assert np.all(np.abs(slope_inv - 3) < 0.4), slope_inv

# ---------------- exact Bloch fields and the two error identities ----------
nodes, gauss = np.polynomial.legendre.leggauss(200)


def bloch_fields(omega):
    """Position, weight, u, sigma, C, rho on nodes; stress at interfaces."""
    m = transfer(omega, stack)
    y = np.array([m[1], np.exp(1j * qL) - m[0]])
    start, parts, edge = -Co[2] / 2, [], []
    for C, r, d in stack:
        edge.append(omega * y[1])
        s = d * (nodes + 1) / 2
        t = transfer(omega, [(C, r, s)])
        parts.append([start + s, gauss * d / 2, t[0] * y[0] + t[1] * y[1],
                      omega * (t[2] * y[0] + t[3] * y[1]),
                      C + 0 * s, r + 0 * s])
        t = transfer(omega, [(C, r, d)])
        y = np.array([t[0] * y[0] + t[1] * y[1], t[2] * y[0] + t[3] * y[1]])
        start += d
    return [np.concatenate(p) for p in zip(*parts)] + [np.array(edge)]


band = 2
w0 = exact[band]
x, wt, u, sig, Cx, rx, edge = bloch_fields(w0)

# Inverse rule: omega_N <Pw, M w_N> = omega <w, M w_N>.
N = 6
wN, vec, K, stiff, mass = plane_waves(stack, N, qL, "inverse", nb)
uN = vec[:, band]
sN = -stiff @ (K * uN) / wN[band]
waves = np.exp(1j * np.outer(x, K))
s_field = 1j * sig / w0
project = waves.conj().T * wt / L
compliance = fourier_matrix(1 / Co[0], 1 / Gd[0], Co[2] / L, N)
full = np.sum(wt * (u.conj() * rx * (waves @ uN)
                    + s_field.conj() * (waves @ sN) / Cx))
cut = L * ((project @ u).conj() @ mass @ uN
           + (project @ s_field).conj() @ compliance @ sN)
assert abs(full / cut - wN[band] / w0) < 1e-9
assert abs(wN[band] / w0 - 1) > 1e-7

# Direct rule: error equals the energy of the field error.
N = 40
wN, vec, K, stiff, mass = plane_waves(stack, N, qL, "direct", nb)
waves = np.exp(1j * np.outer(x, K))
uN = waves @ vec[:, band]
strainN = waves @ (1j * K * vec[:, band])
scale = np.sum(wt * rx * u.conj() * uN) / np.sum(wt * rx * abs(u) ** 2)
u_s, strain = scale * u, scale * sig / Cx
elastic = np.sum(wt * Cx * abs(strainN - strain) ** 2)
kinetic = w0 ** 2 * np.sum(wt * rx * abs(uN - u_s) ** 2)
lhs = (wN[band] ** 2 - w0 ** 2) * np.sum(wt * rx * abs(uN) ** 2)
assert abs(lhs / (elastic - kinetic) - 1) < 1e-6
coeff = (waves.conj().T * wt / L) @ strain
missing = np.sum(wt * abs(strain) ** 2) - L * np.sum(abs(coeff) ** 2)
jumps = scale * edge * (1 / Gd[0] - 1 / Co[0])
missing_jump = L * np.sum(abs(jumps) ** 2) / (2 * PI ** 2 * N)
assert abs(missing_jump / missing - 1) < 0.1
assert elastic >= min(Co[0], Gd[0]) * missing

# ---------------- long waves ----------------------------------------------
small = 0.01
frac = Co[2] / L
mean_rho = frac * Co[1] + (1 - frac) * Gd[1]
v_long = 1 / np.sqrt((frac / Co[0] + (1 - frac) / Gd[0]) * mean_rho)
v_inv1 = plane_waves(stack, 1, small, "inverse", 1)[0][0] * L / small
v_dir = {}
for N in (1, 10):
    v_dir[N] = plane_waves(stack, N, small, "direct", 1)[0][0] * L / small
    Cm = fourier_matrix(Co[0], Gd[0], frac, N)
    rule_v = 1 / np.sqrt(np.linalg.inv(Cm)[N, N] * mean_rho)
    assert abs(v_dir[N] / rule_v - 1) < 5e-5
assert abs(v_inv1 / v_long - 1) < 5e-5
assert abs(exact_bands(stack, small, 1)[0] * L / small / v_long - 1) < 5e-5

# ---------------- controls for the cause ----------------------------------
heavy = ((1.0, 4.0, 0.4), (1.0, 1.0, 0.6))       # density contrast only
heavy_exact = exact_bands(heavy, qL, 3)
slope_rho = order(heavy, qL, "direct", heavy_exact)
slope_rho_inv = order(heavy, qL, "direct", heavy_exact, invert_density=True)
assert np.all(np.abs(slope_rho - 3) < 0.4), slope_rho
assert np.all(np.abs(slope_rho_inv - 1) < 0.2), slope_rho_inv

half_wave = ((4.0, 1.0, 2 / 3), (1.0, 1.0, 1 / 3))   # half a wave per layer
pair = [plane_waves(half_wave, N, 0.0, "direct", 3)[0][1:] / (3 * PI) - 1
        for N in (24, 96)]
slope_pair = np.log(pair[0] / pair[1]) / np.log(4)
assert abs(slope_pair[0] - 3) < 0.4 and abs(slope_pair[1] - 1) < 0.2, slope_pair

# ---------------- graded interfaces ---------------------------------------
width = 1.0


def graded_layers(slices):
    t = np.linspace(0, 1, slices + 1)
    C = Co[0] + (Gd[0] - Co[0]) * t
    r = Co[1] + (Gd[1] - Co[1]) * (t[:-1] + t[1:]) / 2
    C_slice = np.diff(C) / np.log(C[1:] / C[:-1])     # mean compliance
    ramp = [(c, q, width / slices) for c, q in zip(C_slice, r)]
    return ([(Co[0], Co[1], Co[2] - width)] + ramp
            + [(Gd[0], Gd[1], Gd[2] - width)] + ramp[::-1])


sliced = {n: exact_bands(graded_layers(n), qL, nb) for n in (75, 150, 300)}
graded = (4 * sliced[300] - sliced[150]) / 3
graded_check = (4 * sliced[150] - sliced[75]) / 3
g40 = block_error(stack, 40, qL, "direct", graded, smear=width / L)[-1]
g80 = block_error(stack, 80, qL, "direct", graded, smear=width / L)[-1]
s40 = block_error(stack, 40, qL, "direct", exact)[-1]
s80 = block_error(stack, 80, qL, "direct", exact)[-1]
assert abs(graded_check[-1] / graded[-1] - 1) < 0.1 * g80
assert g40 / g80 > 5 and s40 / s80 < 2.5


# ---------------- atomic planes, softening, damping -----------------------
def chain_bands(planes):
    """Nearest-plane chain with the given number of planes in each layer."""
    C = np.repeat([Co[0], Gd[0]], planes)
    r = np.repeat([Co[1], Gd[1]], planes)
    a = np.repeat([Co[2] / planes, Gd[2] / planes], planes)
    half = a / (2 * C)
    spring = 1 / (half + np.roll(half, -1))
    D = np.diag(spring + np.roll(spring, 1)).astype(complex)
    n = len(C)
    for i in range(n):
        j = (i + 1) % n
        phase = np.exp(1j * qL) if j == 0 else 1.0
        D[i, j] -= spring[i] * phase
        D[j, i] -= spring[i] * np.conj(phase)
    root_m = np.sqrt(r * a)
    return np.sqrt(np.linalg.eigvalsh(D / np.outer(root_m, root_m))[:nb])


planes = 20
chain = chain_bands(planes)
chain_ratio = ((chain_bands(40) - exact) / (chain_bands(80) - exact))[-1]
assert 3.5 < chain_ratio < 4.5
soft = exact_bands((Co, (0.95 * Gd[0], Gd[1], Gd[2])), qL, nb)
loss = 0.02
lossy = (Co, (Gd[0] * (1 - 1j * loss), Gd[1], Gd[2]))
damped = np.array([newton(lambda w: half_trace(w, lossy) - np.cos(qL),
                          complex(w), tol=1e-12) for w in exact])
for k in range(nb):
    f = bloch_fields(exact[k])
    energy = f[1] * abs(f[3]) ** 2 / f[4]
    share = np.sum(energy[len(nodes):]) / np.sum(energy)
    assert abs(-damped[k].imag / exact[k] / (loss / 2 * share) - 1) < 0.02
fwhm = -2 * damped.imag / exact

# ---------------- first gap -----------------------------------------------
gap = {"exact": exact_bands(stack, PI, 2) * to_THz}
for rule in ("direct", "inverse"):
    gap[rule] = plane_waves(stack, 10, PI, rule, 2)[0] * to_THz


def row(values, form="{:.4f}"):
    return "  ".join(form.format(t) for t in values)


for name, layer, vel, imp in zip(("Co", "Gd"), stack, v, Z):
    print(f"{name}: C = {layer[0]:.0f} GPa, density = {layer[1]:.1f} g/cm3, "
          f"d = {layer[2]:.1f} nm")
    print(f"{name}: speed = {vel:.3f} km/s, impedance = {imp:.2f} 10^6 kg/(m2 s)")
print(f"Period = {L:.1f} nm; Bloch phase qL = {qL / PI:.2f} pi")
print("Exact bands 1-4 (THz):", row(exact * to_THz, "{:.5f}"))
print("Exact bands 1-4 (meV):", row(exact * to_THz * meV, "{:.3f}"))
for N in (5, 10, 20, 40, 80):
    for rule in ("direct", "inverse"):
        print(f"N = {N}, {rule} rule, signed errors of bands 1-4 (%):",
              row(100 * err[rule][N - Ns[0]], "{:.2e}"))
print("Fitted order, direct rule, bands 1-4:", row(slope_dir, "{:.2f}"))
print("Fitted order, inverse rule, bands 1-4:", row(slope_inv, "{:.2f}"))
print(f"N for 1 % in all four bands: direct {need['direct']}, "
      f"inverse {need['inverse']}")
print(f"Inverse rule better in all four bands from N = {first_win} to {Ns[-1]}")
shift = freq["inverse"][80 - Ns[0], -1] / freq["inverse"][40 - Ns[0], -1] - 1
print(f"Inverse rule, band 4 shift from N = 40 to 80: {100 * shift:.2e} %")
for name in gap:
    tag = "" if name == "exact" else " (N = 10)"
    print(f"First gap, {name}{tag}: {gap[name][0]:.5f} to {gap[name][1]:.5f} THz,"
          f" width {gap[name][1] - gap[name][0]:.5f} THz")
print(f"Exact first gap width = {np.diff(gap['exact'])[0] * meV:.3f} meV")
print(f"Long-wave speed: exact {v_long:.4f}, inverse N=1 {v_inv1:.4f} km/s")
print(f"Long-wave speed: direct N=1 {v_dir[1]:.4f}, N=10 {v_dir[10]:.4f} km/s")
print(f"Band 3, N = 40: missing strain norm / jump estimate = "
      f"{missing / missing_jump:.4f}")
print("Density contrast only, order of direct rule:", row(slope_rho, "{:.2f}"))
print("Same with inverted density matrix:", row(slope_rho_inv, "{:.2f}"))
print("Half-wave pair, direct orders (stress-free, other):",
      row(slope_pair, "{:.2f}"))
print(f"Direct error ratio N=40/N=80, band 4: sharp {s40 / s80:.2f}, "
      f"graded {g40 / g80:.2f}")
print(f"Plane spacings in chain: Co {Co[2] / planes:.2f}, "
      f"Gd {Gd[2] / planes:.2f} nm")
print("Shift by atomic planes, bands 1-4 (%):",
      row(100 * (chain / exact - 1), "{:.3f}"))
print(f"Shift by {width:.1f} nm grading, bands 1-4 (%):",
      row(100 * (graded / exact - 1), "{:.3f}"))
print("Shift by 5 % softer Gd, bands 1-4 (%):",
      row(100 * (soft / exact - 1), "{:.3f}"))
print(f"Relative full width for Gd loss factor {loss:.2f}, bands 1-4 (%):",
      row(100 * fwhm, "{:.3f}"))
print("ALL CHECKS PASSED")
```

Running it gives:

```
Co: C = 360 GPa, density = 8.9 g/cm3, d = 4.0 nm
Co: speed = 6.360 km/s, impedance = 56.60 10^6 kg/(m2 s)
Gd: C = 70 GPa, density = 7.9 g/cm3, d = 6.0 nm
Gd: speed = 2.977 km/s, impedance = 23.52 10^6 kg/(m2 s)
Period = 10.0 nm; Bloch phase qL = 0.60 pi
Exact bands 1-4 (THz): 0.10364  0.26101  0.49264  0.65489
Exact bands 1-4 (meV): 0.429  1.079  2.037  2.708
N = 5, direct rule, signed errors of bands 1-4 (%): 1.61e+00  2.94e+00  3.00e+00  1.92e+00
N = 5, inverse rule, signed errors of bands 1-4 (%): 1.58e-03  7.90e-03  4.58e-02  2.95e-02
N = 10, direct rule, signed errors of bands 1-4 (%): 8.22e-01  1.48e+00  1.49e+00  9.45e-01
N = 10, inverse rule, signed errors of bands 1-4 (%): 2.07e-04  1.17e-03  5.98e-03  3.75e-03
N = 20, direct rule, signed errors of bands 1-4 (%): 4.19e-01  7.43e-01  7.53e-01  4.78e-01
N = 20, inverse rule, signed errors of bands 1-4 (%): 2.62e-05  1.60e-04  7.72e-04  4.95e-04
N = 40, direct rule, signed errors of bands 1-4 (%): 2.13e-01  3.73e-01  3.80e-01  2.41e-01
N = 40, inverse rule, signed errors of bands 1-4 (%): 3.28e-06  2.09e-05  9.84e-05  6.48e-05
N = 80, direct rule, signed errors of bands 1-4 (%): 1.07e-01  1.87e-01  1.92e-01  1.21e-01
N = 80, inverse rule, signed errors of bands 1-4 (%): 4.09e-07  2.67e-06  1.24e-05  8.33e-06
Fitted order, direct rule, bands 1-4: 0.98  1.00  0.99  0.99
Fitted order, inverse rule, bands 1-4: 2.89  2.85  2.98  2.95
N for 1 % in all four bands: direct 15, inverse 3
Inverse rule better in all four bands from N = 2 to 84
Inverse rule, band 4 shift from N = 40 to 80: -5.65e-05 %
First gap, exact: 0.14867 to 0.21823 THz, width 0.06956 THz
First gap, direct (N = 10): 0.14941 to 0.22218 THz, width 0.07277 THz
First gap, inverse (N = 10): 0.14867 to 0.21824 THz, width 0.06957 THz
Exact first gap width = 0.288 meV
Long-wave speed: exact 3.5275, inverse N=1 3.5275 km/s
Long-wave speed: direct N=1 3.7008, N=10 3.5605 km/s
Band 3, N = 40: missing strain norm / jump estimate = 0.9937
Density contrast only, order of direct rule: 3.00  2.93  2.93
Same with inverted density matrix: 0.98  1.00  1.01
Half-wave pair, direct orders (stress-free, other): 2.98  1.01
Direct error ratio N=40/N=80, band 4: sharp 1.99, graded 7.92
Plane spacings in chain: Co 0.20, Gd 0.30 nm
Shift by atomic planes, bands 1-4 (%): -0.003  -0.086  -0.343  -0.616
Shift by 1.0 nm grading, bands 1-4 (%): 2.812  4.819  4.515  2.321
Shift by 5 % softer Gd, bands 1-4 (%): -2.313  -2.131  -2.077  -1.760
Relative full width for Gd loss factor 0.02, bands 1-4 (%): 1.821  1.672  1.626  1.376
ALL CHECKS PASSED
```
